# Bipolar Thermal Conductivity of Two Bands at Open Circuit: test program

```python
"""
Result under test: two bands in parallel, at zero net electric current, have
    kappa = kappa_1 + kappa_2 + T (S_1-S_2)^2 sigma_1 sigma_2/(sigma_1+sigma_2).
sigma: band conductivity, S: band Seebeck coefficient, T: temperature,
kappa_i: thermal conductivity of band i when its own current is zero.
Energies are in eV from the valence edge; other internal quantities are SI.
The example is a bismuth-telluride-like p-type film with rough parameters.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

e = const.e
kB = const.k / const.e                       # eV/K, also V/K
NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)

# Rough typical material values
GAP = 0.15                                   # eV
MASS = 1.0                                   # density-of-states mass / m_e
MOB_N300, MOB_P300 = 0.080, 0.050            # m^2/Vs at 300 K
K_LATTICE = 1.2                              # W/mK
ANISO_N, ANISO_P = 4.0, 2.5                  # in-plane/cross-plane mobility
GAP_SLOPE = -1e-4                            # eV/K
# Chosen operating values
T_USE, DOPING = 350.0, 2e25                  # K, m^-3
THICKNESS, DROP, LIFETIME = 10e-6, 10.0, 1e-10


def half_line(eta):
    """Quadrature in y, where reduced band energy is x = y^2."""
    top = np.sqrt(max(eta, 0.0) + 45.0)
    return 0.5 * top * (NODES + 1), 0.5 * top * WEIGHTS


def fermi_integral(order, eta):
    y, w = half_line(eta)
    return np.sum(w * 2 * y**(2 * order + 1) * expit(eta - y**2))


def states(T):
    return 2 * (MASS * const.m_e * const.k * T
                / (2 * np.pi * const.hbar**2))**1.5


def carriers(eta, T, kane=0.0):
    """Carrier density; kane = kT/gap adds Kane nonparabolicity."""
    y, w = half_line(eta)
    x = y**2
    density = np.sqrt(x * (1 + kane * x)) * (1 + 2 * kane * x)
    return states(T) * 2 / np.sqrt(np.pi) * np.sum(
        w * 2 * y * density * expit(eta - x))


def fermi_level(T, gap, doping, kane=0.0):
    def excess(mu):
        return (carriers(-mu / (kB * T), T, kane)
                - carriers((mu - gap) / (kB * T), T, kane) - doping)
    return brentq(excess, -0.4, gap + 0.4, xtol=1e-13)


def band(eta, T, mobility, sign):
    """Band sigma, S, kappa for acoustic-phonon scattering."""
    F0 = np.log1p(np.exp(eta))
    m1 = 2 * fermi_integral(1, eta) / F0
    m2 = 3 * fermi_integral(2, eta) / F0
    sigma = e * states(T) * mobility * F0
    return sigma, sign * kB * (m1 - eta), kB**2 * sigma * T * (m2 - m1**2)


def bipolar(s1, S1, s2, S2, T):
    return T * (S1 - S2)**2 * s1 * s2 / (s1 + s2)


def mobilities(T):
    return MOB_N300 * (T / 300)**-1.5, MOB_P300 * (T / 300)**-1.5


def film(T=T_USE, doping=DOPING, gap=GAP, cut_n=1.0, cut_p=1.0, mu=None):
    if mu is None:
        mu = fermi_level(T, gap, doping)
    mob_n, mob_p = mobilities(T)
    eta_n, eta_p = (mu - gap) / (kB * T), -mu / (kB * T)
    sn, Sn, kn = band(eta_n, T, mob_n / cut_n, -1)
    sp_, Sp, kp = band(eta_p, T, mob_p / cut_p, +1)
    return SimpleNamespace(
        T=T, mu=mu, eta_n=eta_n, eta_p=eta_p, n=carriers(eta_n, T),
        p=carriers(eta_p, T), sn=sn, sp=sp_, Sn=Sn, Sp=Sp, kn=kn, kp=kp,
        S=(sn * Sn + sp_ * Sp) / (sn + sp_), sr=sn * sp_ / (sn + sp_),
        kb=bipolar(sn, Sn, sp_, Sp, T))


# ---- Symbolic test: open-circuit heat and dissipation ----
s1, s2, k1, k2, Ts = sp.symbols("s1 s2 k1 k2 T", positive=True)
S1, S2, grad, field = sp.symbols("S1 S2 grad field", real=True)
j1 = s1 * (field - S1 * grad)
j2 = s2 * (field - S2 * grad)
open_field = sp.solve(j1 + j2, field)[0]
heat = (Ts * (S1 * j1 + S2 * j2) - (k1 + k2) * grad).subs(field, open_field)
extra = Ts * (S1 - S2)**2 * s1 * s2 / (s1 + s2)
assert sp.simplify(-heat / grad - k1 - k2 - extra) == 0
loss = (j1**2 / s1 + j2**2 / s2).subs(field, open_field)
assert sp.simplify(loss - extra * grad**2 / Ts) == 0

# ---- Quadrature test: moments of the summed transport distribution ----
ENERGY = np.linspace(-1.5, 1.65, 63001)


def moments(distribution, mu, T):
    """sigma, S and zero-current kappa from the transport distribution."""
    window = 1 / (4 * kB * T * np.cosh((ENERGY - mu) / (2 * kB * T))**2)
    L0, L1, L2 = [trapezoid(distribution * (ENERGY - mu)**r * window, ENERGY)
                  for r in range(3)]
    return L0, -L1 / (T * L0), (L2 - L1**2 / L0) / T


def distribution(band_energy, T, mobility, alpha=0.0):
    x = np.maximum(band_energy, 0)
    shape = x * (1 + alpha * x) / (1 + 2 * alpha * x)**2
    return e * states(T) * mobility * shape / (kB * T)


def extra_from_moments(d1, d2, mu, T):
    return (moments(d1 + d2, mu, T)[2] - moments(d1, mu, T)[2]
            - moments(d2, mu, T)[2])


for T in (300.0, 350.0, 450.0):
    for doping in (0.0, 2e25, 5e25):
        c = film(T, doping)
        mob_n, mob_p = mobilities(T)
        dn = distribution(ENERGY - GAP, T, mob_n)
        dp = distribution(-ENERGY, T, mob_p)
        sigma, seebeck, kappa = moments(dn + dp, c.mu, T)
        # Tolerance covers the trapezoid error at the band edges.
        assert np.isclose(sigma, c.sn + c.sp, rtol=1e-4)
        assert np.isclose(seebeck, c.S, rtol=1e-4, atol=1e-9)
        assert np.isclose(kappa, c.kn + c.kp + c.kb, rtol=1e-4)
        assert np.isclose(extra_from_moments(dn, dp, c.mu, T), c.kb,
                          rtol=1e-4)

main = film()
mob_n, mob_p = mobilities(T_USE)
OFFSET = 0.05
upper = distribution(-ENERGY, T_USE, mob_p)
lower = distribution(-ENERGY - OFFSET, T_USE, mob_p)
sl, Sl, _ = band(main.eta_p - OFFSET / (kB * T_USE), T_USE, mob_p, +1)
same_sign = bipolar(main.sp, main.Sp, sl, Sl, T_USE)
assert np.isclose(extra_from_moments(upper, lower, main.mu, T_USE),
                  same_sign, rtol=1e-3)

# ---- Nondegenerate limit and position of the peak ----
WIDE = 0.8
wide = film(doping=0.0, gap=WIDE)
assert np.isclose(wide.Sp - wide.Sn, kB * (WIDE / (kB * T_USE) + 4),
                  rtol=1e-4)
peak = minimize_scalar(lambda m: -np.log(film(gap=WIDE, mu=m).kb),
                       bounds=(0.3, 0.5), method="bounded",
                       options={"xatol": 1e-8})
at_peak = film(gap=WIDE, mu=peak.x)
assert abs(np.log(at_peak.sn / at_peak.sp)) < 2e-3


# ---- Finite bar with separate band potentials and blocking contacts ----
def finite_kappa(k0, kb, length, decay):
    f = 1 - 2 * decay / length * np.tanh(length / (2 * decay))
    return k0 / (1 - f * kb / (k0 + kb))


def decay_length(sr, exchange, k0, kb):
    return np.sqrt(sr / (exchange * (1 + kb / k0)))


def solve_bar(c1, c2, A1, A2, T0, k0, exchange, cells=300):
    """Solve charge and heat balances in a unit bar, unit temperature drop."""
    h, m = 1 / cells, cells + 1
    matrix, rhs = np.zeros((3 * m, 3 * m)), np.zeros(3 * m)
    first_heat = None
    for i in range(cells):
        drop1, drop2, dropT = np.zeros((3, 3 * m))
        drop1[[i, i + 1]] = 1 / h, -1 / h
        drop2[[m + i, m + i + 1]] = 1 / h, -1 / h
        dropT[[2 * m + i, 2 * m + i + 1]] = 1 / h, -1 / h
        f1 = c1 * (drop1 + A1 * dropT)
        f2 = c2 * (drop2 + A2 * dropT)
        q = T0 * (A1 * f1 + A2 * f2) + k0 * dropT
        if i == 0:
            first_heat = q.copy()
        for block, flux in enumerate((f1, f2, q)):
            matrix[block * m + i] += flux
            matrix[block * m + i + 1] -= flux
    for i in range(m):
        volume = h / 2 if i in (0, cells) else h
        matrix[i, i] += exchange * volume
        matrix[i, m + i] -= exchange * volume
        matrix[m + i, i] -= exchange * volume
        matrix[m + i, m + i] += exchange * volume
    for row in (m, 2 * m, 3 * m - 1):        # potential zero; end temperatures
        matrix[row] = 0
        matrix[row, row] = 1
    rhs[2 * m] = 1
    return first_heat @ np.linalg.solve(matrix, rhs)


c1, c2, A1, A2, T0, k0_test = 3.0, 1.2, 0.9, -0.7, 1.3, 0.8
kb_test = bipolar(c1, A1, c2, A2, T0)
bar_results = []
for exchange in (0.01, 10.0, 1000.0):
    decay = decay_length(c1 * c2 / (c1 + c2), exchange, k0_test, kb_test)
    solved = solve_bar(c1, c2, A1, A2, T0, k0_test, exchange)
    # Tolerance covers second-order discretization near the contacts.
    assert np.isclose(solved, finite_kappa(k0_test, kb_test, 1, decay),
                      rtol=3e-3)
    bar_results.append(solved)
assert bar_results[0] < 1.01 * k0_test
assert bar_results[-1] > 0.85 * (k0_test + kb_test)

# ---- Example: neglected effects ----
k0 = K_LATTICE + main.kn + main.kp
ktot = k0 + main.kb
sigma = main.sn + main.sp
gradient = DROP / THICKNESS
circulation = main.sr * (main.Sp - main.Sn) * gradient
power = main.S**2 * sigma * T_USE

ni2 = states(T_USE)**2 * np.exp(-GAP / (kB * T_USE))
p_b = DOPING / 2 + np.sqrt(DOPING**2 / 4 + ni2)
dS_b = kB * (GAP / (kB * T_USE) + 4)
kb_boltz = bipolar(e * ni2 / p_b * mob_n, -dS_b, e * p_b * mob_p, 0, T_USE)

mu_k = fermi_level(T_USE, GAP, DOPING, kB * T_USE / GAP)
kb_kane = extra_from_moments(
    distribution(ENERGY - GAP, T_USE, mob_n, 1 / GAP),
    distribution(-ENERGY, T_USE, mob_p, 1 / GAP), mu_k, T_USE)
kb_cross = film(cut_n=ANISO_N, cut_p=ANISO_P).kb
gap_hot = GAP + GAP_SLOPE * (T_USE - 300)
kb_gap = film(gap=gap_hot).kb

step = 1e-4


def compressibility(eta):
    """Density change per joule of chemical potential."""
    return ((carriers(eta + step, T_USE) - carriers(eta - step, T_USE))
            / (2 * step * const.k * T_USE))


chi = 1 / (1 / compressibility(main.eta_n) + 1 / compressibility(main.eta_p))
decay = decay_length(main.sr, e**2 * chi / LIFETIME, k0, main.kb)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", T_USE, "K")
show("Gap (rough)", GAP, "eV")
show("Density-of-states mass, each band (rough)", MASS, "m_e")
show("Electron mobility at 300 K (rough)", MOB_N300 * 1e4, "cm2/Vs")
show("Hole mobility at 300 K (rough)", MOB_P300 * 1e4, "cm2/Vs")
show("Electron mobility at 350 K", mob_n * 1e4, "cm2/Vs")
show("Hole mobility at 350 K", mob_p * 1e4, "cm2/Vs")
show("Net acceptor density", DOPING / 1e6, "cm^-3")
show("Fermi level above valence edge", main.mu, "eV")
show("Electron density", main.n / 1e6, "cm^-3")
show("Hole density", main.p / 1e6, "cm^-3")
show("Electron conductivity", main.sn / 100, "S/cm")
show("Hole conductivity", main.sp / 100, "S/cm")
show("Product over sum of conductivities", main.sr / 100, "S/cm")
show("Electron Seebeck", main.Sn * 1e6, "uV/K")
show("Hole Seebeck", main.Sp * 1e6, "uV/K")
show("Seebeck difference, hole minus electron",
     (main.Sp - main.Sn) * 1e6, "uV/K")
show("Total Seebeck", main.S * 1e6, "uV/K")
show("Lattice thermal conductivity (rough)", K_LATTICE, "W/mK")
show("Electron-band thermal conductivity", main.kn, "W/mK")
show("Hole-band thermal conductivity", main.kp, "W/mK")
show("Bipolar thermal conductivity", main.kb, "W/mK")
show("Total thermal conductivity", ktot, "W/mK")
show("Bipolar share of total", 100 * main.kb / ktot, "%")
show("Figure of merit zT without bipolar term", power / k0, "")
show("Figure of merit zT with bipolar term", power / ktot, "")
show("Film thickness", THICKNESS * 1e6, "um")
show("Temperature drop", DROP, "K")
show("Circulating band current, net zero", circulation / 1e4, "A/cm2")
show("Bipolar heat flux", main.kb * gradient / 1e4, "W/cm2")
show("Open-circuit field", abs(main.S) * gradient / 1e8, "MV/cm")
for T in (300.0, 400.0, 450.0):
    show(f"Bipolar conductivity at {T:.0f} K", film(T=T).kb, "W/mK")
for doping in (0.0, 5e24, 1e25, 5e25):
    show(f"Bipolar conductivity, 350 K, doping {doping/1e6:.0e} cm^-3",
         film(doping=doping).kb, "W/mK")
show("Second valence band depth (chosen)", OFFSET, "eV")
show("Hole-hole extra conductivity", same_sign, "W/mK")
show("Bipolar term with Boltzmann statistics", kb_boltz, "W/mK")
show("Bipolar term with Kane bands", kb_kane, "W/mK")
show("Electron mobility anisotropy (rough)", ANISO_N, "")
show("Hole mobility anisotropy (rough)", ANISO_P, "")
show("Bipolar term across the layers", kb_cross, "W/mK")
show("Gap after heating from 300 K (rough slope)", gap_hot, "eV")
show("Bipolar term with that gap", kb_gap, "W/mK")
show("Pair lifetime (chosen)", LIFETIME * 1e9, "ns")
show("Recombination decay length", decay * 1e6, "um")
for length in (0.1e-6, 1e-6, 10e-6, 100e-6):
    show(f"Total conductivity, blocking contacts, {length*1e6:g} um film",
         finite_kappa(k0, main.kb, length, decay), "W/mK")
print("every check passed")
```

Running it gives:

```
Temperature: 350 K
Gap (rough): 0.15 eV
Density-of-states mass, each band (rough): 1 m_e
Electron mobility at 300 K (rough): 800 cm2/Vs
Hole mobility at 300 K (rough): 500 cm2/Vs
Electron mobility at 350 K: 634.8 cm2/Vs
Hole mobility at 350 K: 396.8 cm2/Vs
Net acceptor density: 2e+19 cm^-3
Fermi level above valence edge: 0.006635 eV
Electron density: 2.718e+17 cm^-3
Hole density: 2.027e+19 cm^-3
Electron conductivity: 27.61 S/cm
Hole conductivity: 1184 S/cm
Product over sum of conductivities: 26.99 S/cm
Electron Seebeck: -582.3 uV/K
Hole Seebeck: 218.3 uV/K
Seebeck difference, hole minus electron: 800.7 uV/K
Total Seebeck: 200.1 uV/K
Lattice thermal conductivity (rough): 1.2 W/mK
Electron-band thermal conductivity: 0.01437 W/mK
Hole-band thermal conductivity: 0.6608 W/mK
Bipolar thermal conductivity: 0.6055 W/mK
Total thermal conductivity: 2.481 W/mK
Bipolar share of total: 24.41 %
Figure of merit zT without bipolar term: 0.9059
Figure of merit zT with bipolar term: 0.6847
Film thickness: 10 um
Temperature drop: 10 K
Circulating band current, net zero: 216.1 A/cm2
Bipolar heat flux: 60.55 W/cm2
Open-circuit field: 2.001e-06 MV/cm
Bipolar conductivity at 300 K: 0.2109 W/mK
Bipolar conductivity at 400 K: 1.315 W/mK
Bipolar conductivity at 450 K: 2.307 W/mK
Bipolar conductivity, 350 K, doping 0e+00 cm^-3: 2.106 W/mK
Bipolar conductivity, 350 K, doping 5e+18 cm^-3: 1.783 W/mK
Bipolar conductivity, 350 K, doping 1e+19 cm^-3: 1.168 W/mK
Bipolar conductivity, 350 K, doping 5e+19 cm^-3: 0.199 W/mK
Second valence band depth (chosen): 0.05 eV
Hole-hole extra conductivity: 0.1201 W/mK
Bipolar term with Boltzmann statistics: 0.7053 W/mK
Bipolar term with Kane bands: 0.4494 W/mK
Electron mobility anisotropy (rough): 4
Hole mobility anisotropy (rough): 2.5
Bipolar term across the layers: 0.1527 W/mK
Gap after heating from 300 K (rough slope): 0.145 eV
Bipolar term with that gap: 0.6844 W/mK
Pair lifetime (chosen): 0.1 ns
Recombination decay length: 0.3795 um
Total conductivity, blocking contacts, 0.1 um film: 1.878 W/mK
Total conductivity, blocking contacts, 1 um film: 2.046 W/mK
Total conductivity, blocking contacts, 10 um film: 2.421 W/mK
Total conductivity, blocking contacts, 100 um film: 2.475 W/mK
every check passed
```
